The image plane of a metal surface as the induced-charge centroid

**1. Definitions and conventions**

A metal occupies the region z < 0, and z increases outward. The plane z = 0 is the edge of the uniform positive background. Electrons spill beyond this edge, but their density is negligible above some plane z = L. The system is uniform along the surface and is held at fixed chemical potential.

A static classical charge q is placed at z = d > L. Its interaction energy W(d) is the work of assembling it in the presence of the metal, without its self-energy. Hartree atomic units are used in the derivation; the example uses nm and eV.

Let ρ₀(z) be the charge density induced by a weak uniform normal field, to first order in that field. Its centroid is

z₀ = ∫zρ₀ dz / ∫ρ₀ dz.

The statement to be proved, to second order in q and at large d, is

W(d) = −q²/[4(d − z₀)] + o(d⁻²).

The symbol o(d⁻²) means a remainder that vanishes faster than d⁻². The proof therefore fixes the first correction to the image law −q²/(4d), and this correction defines the effective image plane.

Four properties are assumed.

- The response is static and linear.
- The metal screens completely: the change φ of the total electrostatic potential vanishes deep inside, fast enough for the integrals below to converge.
- The induced charge follows from φ through a symmetric kernel, P(z,z′) = P(z′,z), which includes exchange and correlation.
- The surface is stable. A long-wave perturbation of unit strength gives a bounded φ, and the kernel changes continuously as the wave number tends to zero. Shorter incoming waves with unit potential at z = L also give a bounded φ, with one bound for all of them.

**2. The uniform field**

Normalize the potential φ₀ to unit slope outside. Poisson's equation is

φ₀″ = −4πρ₀, φ₀′(L) = 1, φ₀ → 0 deep inside.

One integration gives the total induced charge per unit area:

−4π∫ρ₀ dz = 1.

The value of φ₀ at L follows by integrating its slope, and then by parts:

φ₀(L) = ∫φ₀′ dz = Lφ₀′(L) − ∫zφ₀″ dz = L + 4π∫zρ₀ dz.

Since ∫ρ₀ dz = −1/(4π), the definition of the centroid gives 4π∫zρ₀ dz = −z₀. Outside the electrons,

φ₀(z) = z − z₀.

The centroid is thus the height at which the straight outer potential extrapolates to its value inside the metal. A uniform field sees an ideal conductor ending at z₀. It remains to show that a distant point charge sees the same plane.

**3. The point charge as a sum of surface waves**

For z < d, the Coulomb potential of the charge is a superposition of waves along the surface with wave vector **k** and amplitude

(2πq/k) e^(−kd) e^(kz).

Each wave grows toward the charge. The metal answers with a wave that decays outward. Between L and d the total for one wave is

φ = A[e^(kz) − g(k)e^(−kz)], A = (2πq/k)e^(−kd).

This defines the surface response g(k). An ideal conductor ending at z = 0 has g = 1, because φ must vanish there.

The induced potential at the charge is the sum of the second terms at z = d:

φ_ind = −∫[d²k/(2π)²](2πq/k)g(k)e^(−2kd) = −q∫₀^∞ g(k)e^(−2kd) dk.

The angular integral supplied 2πk dk. In linear response φ_ind is proportional to the charge, so charging from 0 to q costs half of qφ_ind:

W(d) = −(q²/2)∫₀^∞ g(k)e^(−2kd) dk.

At large d the exponential selects k of order 1/d. Only the first two terms of g at small k are needed.

**4. Linking finite k to the uniform field**

It is convenient to write

y = (g − 1)/(g + 1), b(k) = y/k,

and to choose the amplitude so that Ak(1 + g) = 1. Using e^(±kz) = cosh kz ± sinh kz,

e^(kz) − ge^(−kz) = (1 − g)cosh kz + (1 + g)sinh kz.

Multiplying by A = 1/[k(1 + g)] gives, outside the electrons,

φ_k = sinh(kz)/k − b cosh(kz),
φ_k′ = cosh(kz) − kb sinh(kz).

For kz ≪ 1 this is φ_k ≈ z − b, so b(k) is the image plane seen by a wave of wave number k. We must prove b(0) = z₀.

The two potentials obey

φ₀″ = −4πP₀φ₀,
φ_k″ − k²φ_k = −4πP_kφ_k,

where Pφ denotes ∫P(z,z′)φ(z′)dz′. Multiply the second equation by φ₀ and the first by φ_k, subtract, and integrate from deep inside to L. The left side contains a total derivative, because φ₀φ_k″ − φ_kφ₀″ = (φ₀φ_k′ − φ_kφ₀′)′. Its lower limit vanishes by screening. Symmetry gives ∫φ_kP₀φ₀ dz = ∫φ₀P₀φ_k dz, so

[φ₀φ_k′ − φ_kφ₀′] at L = R(k),

R(k) = k²∫φ₀φ_k dz − 4π∫φ₀(P_k − P₀)φ_k dz.

Both terms of R vanish as k → 0: the first through k², the second through continuity of the kernel. Now insert the outer forms:

(L − z₀)[cosh kL − kb sinh kL] − sinh(kL)/k + b cosh kL = R(k).

With cosh kL = 1 + O(k²), sinh(kL)/k = L + O(k²), and k sinh kL = O(k²), this becomes

L − z₀ − L + b = R(k) + O(k²),

b(k) = z₀ + R(k) + O(k²).

Hence b(0) = z₀. The auxiliary plane L has cancelled, as it must.

Since g = (1 + y)/(1 − y) and y = kz₀ + o(k),

g(k) = 1 + 2kz₀ + o(k).

**5. From g(k) to the image law**

The required integrals are ∫₀^∞e^(−2kd)dk = 1/(2d) and ∫₀^∞ke^(−2kd)dk = 1/(4d²). Therefore

W = −(q²/2)[1/(2d) + 2z₀/(4d²)] + o(d⁻²)
 = −q²/(4d) − q²z₀/(4d²) + o(d⁻²).

The remainder is justified as follows. For any small ε there is a K such that the error in g is below εk for k < K, which contributes at most q²ε/(8d²). Waves with k > K contribute an amount exponentially small in d, since g(k)e^(−2kL) stays bounded for a stable surface. Finally,

1/(d − z₀) = 1/d + z₀/d² + O(d⁻³),

which proves the statement.

If the kernel depends smoothly on k², then R = O(k²), y = kz₀ + O(k³), and

g = 1 + 2y + 2y² + O(y³) = 1 + 2kz₀ + 2k²z₀² + O(k³).

With ∫₀^∞k²e^(−2kd)dk = 1/(4d³), the added energy is −q²z₀²/(4d³). This is the next term of the same shifted law, so its remainder improves to O(d⁻⁴).

**6. Where the factor of two comes from**

The term 2kz₀ in g is twice what the first moment of ρ₀ alone would give. To trace the other half, integrate the finite-k Poisson equation:

−4π∫ρ_k dz = φ_k′(L) − k²∫φ_k dz = 1 + O(k²).

The incoming wave by itself has slope kA at z = 0. An ideal conductor ending there doubles the slope to 2kA, which serves as the unit of drive. Since 1 + g = 2/(1 − y),

2kA = 2/(1 + g) = 1 − y.

The net induced charge per unit drive is therefore

Q(k) = −4π∫ρ_k dz/(2kA) = 1 + kz₀ + o(k).

A surface lying farther out meets a stronger incoming wave and acquires more charge: this gives one kz₀. The same charge also sits nearer to the external charge, which gives the factor e^(kz) ≈ 1 + kz₀ in its potential outside. The product is 1 + 2kz₀.

**7. A second route, and the first nonlinear term**

When d is large, the field varies slowly along the surface, and each patch responds as in a uniform field. Let F be the local outer field, positive when the external charge is negative. At finite field let the centroid of the full induced charge be z₀ + αF. A sheet of charge at height L then has a potential difference of magnitude F(L − z₀ − αF) from the metal. Charging it, with surface charge F/(4π), costs per unit area

(1/4π)∫₀^F F′(L − z₀ − αF′)dF′ = F²(L − z₀)/(8π) − αF³/(12π).

The surface-dependent parts are −z₀F²/(8π) and −αF³/(12π). Because the energy is stationary with respect to the induced charge, their first-order effect may be evaluated with the field of an ideal conductor at z = 0, whose magnitude at lateral distance r is

|F| = 2|q|d/(r² + d²)^(3/2).

The quadratic part gives

−(z₀/8π)·4q²d²·2π∫₀^∞ r dr/(r² + d²)³ = −z₀q²d²·1/(4d⁴) = −q²z₀/(4d²),

in agreement with Part 5. For the cubic part, ∫₀^∞r dr/(r² + d²)^(9/2) = 1/(7d⁷), so its magnitude is

|ΔW| = (|α|/12π)·8|q|³d³·2π/(7d⁷) = 4|α||q|³/(21d⁴).

Nonlinearity thus leaves the image plane unchanged at order d⁻² within this expansion.

**8. Where the result fails**

Complete screening is essential. For a dielectric of constant ε ending at z = 0, the inner potential is te^(kz). Continuity of potential and of normal displacement gives 1 − g = t and 1 + g = εt, hence g = (ε − 1)/(ε + 1). This is not 1 at small k: the strength of the image changes already at order 1/d, and no shift of a plane can repair it.

The theorem also concerns a classical external charge. In the local-density approximation (LDA) the response energy of such a charge has the image form. The exchange-correlation potential felt by an electron of the metal is a different quantity: in LDA it depends on the local density and vanishes with it outside, without an image tail.

**9. Worked example: a jellium surface**

Take 50 electrons per nm³, roughly two valence electrons per atom at the density of ytterbium. This corresponds to r_s = 3.18 bohr. The model is a jellium slab 2.14 nm thick, treated in Kohn–Sham LDA with Wigner correlation.

In a symmetric slab driven equally from both sides, the slope of φ vanishes at the centre, so one half can represent a surface. A small central potential φ_c, per unit outer field, may remain. Repeating the integration of Part 2 from the centre gives φ₀(L) = φ_c + L − z₀, and the outer potential extrapolates to zero at z₀ − φ_c.

Self-consistent densities in fields of +0.257 and −0.257 V/nm give

z₀ = 0.0689 nm (1.30 bohr), φ_c = 0.0006 nm,
z₀ − φ_c = 0.0682 nm (rounded after the subtraction).

A separate calculation of the quantum response at finite k, without the applied uniform field, gives 0.0682 nm for b(k → 0). The net-charge rule of Part 6 also gives 0.0682 nm. On doubling k twice, successive changes in b have the ratio 3.999; a k² law predicts (16 − 4)/(4 − 1) = 4. The smooth case of Part 5 therefore applies to this slab in the range examined.

For a unit charge at d = 0.8 nm, the law with its origin at the background edge gives −0.4500 eV. Its coefficient is 0.4500 × 0.8 = 0.3600 eV nm. Moving the origin to the centroid gives

W = −0.3600/(0.8 − 0.0689) = −0.4924 eV.

The integral over the computed g(k) gives −0.4920 eV. This g(k) belongs to the slab driven equally from both sides, so the energy includes the effect of φ_c. A charge on one side only also excites the antisymmetric response, whose long-wave plane lies about 0.002 nm farther out. That lowers the energy at 0.8 nm by about 0.0005 eV, so the small error quoted next depends on the choice of drive. Relative to this value, the centroid law errs by 0.09% and the edge law by 8.5%. Most of the smaller error comes from φ_c: using 0.0682 nm in the same formula gives −0.4919 eV, within 0.0001 eV of the response value. At 3.2 nm the three energies are −0.11497 eV (centroid), −0.11250 eV (edge) and −0.11495 eV (response), so the edge law still errs by 2.1%.

Refining the mesh from 0.20 to 0.13 bohr moves z₀ by 0.00014 nm, which changes the centroid-law energy at 0.8 nm by about 0.0001 eV. The mesh error is of second order, and in the limit of zero spacing z₀ is 0.0691 nm, z₀ − φ_c is 0.0685 nm and the response energy at 0.8 nm is −0.4921 eV, so the last digits quoted above are not converged. Changing the slab from 8 to 11 subbands moves z₀ by −0.00003 nm, and widening the vacuum from 14 to 18 bohr by 0.00004 nm. Together with φ_c, these shifts suggest a numerical uncertainty of about 0.001 nm for this particular slab. They do not measure the quantum size effect, because the slabs with 8 and 11 subbands have the Fermi level at the same relative position between subband bottoms. Changing the thickness by about 4.5% moves z₀ by about 0.0036 nm, while slabs about twice as thick give 0.068 to 0.071 nm. For a thick jellium metal, z₀ is therefore best read as about 0.07 nm.

The centroid drifts by α = −0.0031 nm per V/nm: it moves inward when the external charge is negative. Slabs about twice as thick give nearly the same α. Thickness changes of up to 4.5% give values from −0.0029 to −0.0033 nm per V/nm, provided the field does not change the number of occupied subbands. At d = 0.8 nm the formula of Part 7 gives a cubic energy of about 3 meV, or 0.6% of W. Replacing d by d − z₀ in that formula raises this to about 4 meV, or 0.9%, so only the order of magnitude is fixed. It is also an extrapolation, since the peak surface field there is 4.5 V/nm (5.4 V/nm with d − z₀), far above the field used to obtain α. A positive unit charge at this distance lowers the barrier along its axis from 3.4 eV to roughly 1 eV and can capture an electron, which this expansion does not describe. At 1.6 nm the estimate falls to 0.2 meV.

**10. The model beside a real ytterbium surface**

The density is typical of ytterbium, but jellium omits the static lattice potential and the 4f and 5d bands. Its work function is 3.4 eV, whereas that of ytterbium is roughly 2.6 eV, so 0.069 nm should not be read as a prediction for a particular crystal face. The effect of these omissions on z₀ has not been sized.

Some other effects can be estimated. A lateral potential component of period 0.34 nm, a rough atomic row spacing, decays as e^(−2πd/0.34 nm) and is reduced to 4 × 10⁻⁷ at 0.8 nm. This factor applies to the static potential, not to the lateral variation of the image energy. At 300 K the electronic thermal scale (π²/12)(k_BT/E_F)² is 2 × 10⁻⁵.

Polarizable ion cores add a dipole layer. Let each core have polarizability α_c, let the area per atom be S, and let the local field be f times the outer field. If the cores change the kernel by δP, the identity of Part 4, applied at k = 0 to the surfaces with and without cores, gives to first order a shift −4π∫φ₀δPφ₀ dz. The dipole layer at height z_c has the charge density δPφ₀ = (α_c/S) d[φ₀′δ(z − z_c)]/dz. Integration by parts gives ∫φ₀δPφ₀ dz = −α_cf²/S, so the shift is outward and equals 4πα_cf²/S. With rough values α_c = 0.001 nm³, S = 0.13 nm² and a layer 0.16 nm below the edge, the calculated f is −0.063 and the shift is 0.0004 nm. The negative f means that the field is reversed at that depth. Because the field varies rapidly there, the shift is only an order of magnitude: it is about 0.0008 nm for a layer 0.13 nm below the edge and less than 0.0001 nm for one at 0.19 nm.

Real surfaces also have steps, which break lateral uniformity. For terraces wide compared with both the electronic screening region and the step height, but repeating over a distance small compared with d, Part 7 replaces z₀ by its area average. In this limit a layer 0.32 nm high covering 10% of the surface moves the image plane outward by about 0.03 nm, nearly half of z₀ itself. Step edges increase the shift: for an ideal conductor with parallel strips 3.2 nm wide, ten times their height, it is about 0.04 nm. At 10% coverage these strips repeat every 32 nm, so the average applies only for d of about 30 nm or more, where it changes W by about 0.1%. At d = 3.2 nm the shift depends on lateral position, from nearly zero midway between strips to about 0.2 nm above a strip. On such a surface, the morphology must be known before an electronic value of z₀ can be inferred from the image energy.

The numerical output below covers the main slab and its convergence tests, but not the zero-spacing limit, the one-sided drive, the lowered barrier, the other thicknesses, the other layer depths or the strip geometry.

Computed values

```
Electron density: 50.0 nm^-3
Density parameter r_s: 3.1821 bohr
Fermi energy of bulk jellium: 4.949 eV
Slab thickness: 2.1363 nm
Mesh spacing: 0.01058 nm
Vacuum width on each side: 0.7408 nm
Work function in this model: 3.434 eV
Applied field magnitude: 0.2571 V/nm
Induced-charge centroid z0: 0.06888 nm = 1.3016 bohr
Central potential / outer field: 0.000649 nm
Potential intercept from finite field: 0.068231 nm
Image plane from long-wave g(k): 0.068223 nm
Image plane from net-charge rule: 0.068204 nm
Ratio testing quadratic k correction: 3.9988 (no unit)
k=0.03779 nm^-1: g=1.0051703, plane=0.068223 nm
k=0.07559 nm^-1: g=1.0103672, plane=0.068223 nm
k=0.15118 nm^-1: g=1.0208420, plane=0.068221 nm
d=0.8 nm: response energy=-0.491956 eV
  centroid image law=-0.492383 eV
  background-edge image law=-0.449989 eV
  apparent image plane=0.068245 nm
  peak surface field=4.4999 V/nm
  cubic-response energy size=2.968e-03 eV
d=1.6 nm: response energy=-0.235015 eV
  centroid image law=-0.235116 eV
  background-edge image law=-0.224994 eV
  apparent image plane=0.068222 nm
  peak surface field=1.1250 V/nm
  cubic-response energy size=1.855e-04 eV
d=3.2 nm: response energy=-0.114948 eV
  centroid image law=-0.114972 eV
  background-edge image law=-0.112497 eV
  apparent image plane=0.068223 nm
  peak surface field=0.2812 V/nm
  cubic-response energy size=1.159e-05 eV
z0 shift, mesh 0.20 to 0.13 bohr: 0.000138 nm
z0 shift, 8 to 11 subbands: -0.000031 nm
z0 shift, vacuum 14 to 18 bohr: 0.000038 nm
Centroid drift with field: -0.003078 nm/(V/nm)
Temperature for estimate: 300 K
Relative thermal scale: 2.244e-05 (no unit)
Rough atomic row spacing: 0.34 nm
Lateral corrugation factor at 0.8 nm: 3.797e-07 (no unit)
Rough first-layer depth: 0.16 nm
Rough surface area per atom: 0.13 nm^2
Rough core polarizability volume: 0.001 nm^3
Field fraction at first layer: -0.06325 (no unit)
Estimated core-polarization shift: 0.000387 nm
```
